# Why missing contacts and bridges form opposing cliffs against contact size

**Q.** I print a square array of contact holes at fixed pitch and change their mean size through the dose. On the small side I lose contacts; on the large side neighbouring contacts merge. Each defect rate moves by a decade or more per nanometre. I have been told that this is because both are rare tail events. Is that enough of a reason?

**A.** No. A rare event can have a probability that hardly depends on size. We need to know what causes the failure, and how that cause responds to dose.

Let me fix a model. The resist is positive-tone, so it dissolves where enough light is absorbed. Consider a voxel of side $a$ extending through the film. It absorbs $N$ photons, with mean $\mu$, and develops if $N\ge m$. I count a contact as missing if the voxel at the hole centre has $N\le m-1$, and a bridge as present if the voxel midway between two holes has $N\ge m$. These events are stand-ins for the real defects: one closed voxel need not block a wide hole, and one open voxel need not join two holes across a wide gap. Requiring several independent voxels to fail together would make both failures rarer and both cliffs steeper, so the simplification affects the slopes as well as the probabilities.

Photons are absorbed independently, so $N$ is Poisson distributed. The dose $E$ multiplies the image without changing its shape, hence $\mu\propto E$.

**Q.** Then how does the probability of a failure respond to dose?

**A.** Call the failure $A$, and let $a_n$ be its probability when exactly $n$ photons have been absorbed in the region that decides it. Then

$$P(A)=\sum_n a_n p_n,\qquad p_n=e^{-\mu}\frac{\mu^n}{n!}.$$

Given $n$, the photon positions are distributed in proportion to the image, whose shape is fixed. If the chemistry does not otherwise know the dose, $a_n$ is independent of $E$. Only $p_n$ changes:

$$\frac{dp_n}{d\mu}=\left(\frac n\mu-1\right)p_n .$$

Since $\mu\propto E$, we have $d/d\ln E=\mu\,d/d\mu$, and therefore

$$\frac{dP(A)}{d\ln E}=\sum_n a_n(n-\mu)p_n .$$

Now divide by $P(A)$. By Bayes' rule, $a_np_n/P(A)$ is the probability of $n$ photons among the failures. So

$$\boxed{\frac{d\ln P(A)}{d\ln E}=E[N|A]-\mu}$$

where $E[\cdot|A]$ is an average over failures. The logarithmic slope is the number of photons by which the failing sites differ from the average site.

If extra photons can only help a contact open, $a_n$ does not increase with $n$. Failures then favour low counts and the slope is negative or zero. For a bridge, $a_n$ does not decrease, and the sign is reversed. This is why the cliffs oppose each other.

**Q.** Does this depend on your single voxel?

**A.** The identity does not, because $a_n$ may describe any geometry. As a test, take three neighbouring strips with mean counts 12, 20 and 12, and let failure require at most 18 photons in each of the two overlapping pairs. The finite-difference slope is $-19.69$. The failing population has 19.69 photons fewer than the mean total of 44, as the identity requires.

**Q.** For the simple threshold, how large is the photon shortage?

**A.** Put $k=m-1$, with $k<\mu$, and write a failing count as $N=k-j$, $j\ge0$. Then

$$\mu-E[N|A]=\mu-k+E[j|A].$$

The first part, $\mu-k$, is the margin in photons. For the second, compare successive probabilities:

$$\frac{p_{k-j-1}}{p_{k-j}}=\frac{k-j}{\mu}\le r,\qquad r=\frac k\mu .$$

A geometric distribution has the constant ratio $r$ and mean $r/(1-r)=k/(\mu-k)$. Ours is that distribution multiplied by a weight that decreases with $j$. Such a weight cannot raise the mean, because a decreasing function and $j$ have a covariance that is negative or zero. Thus

$$\mu-k\le\mu-E[N|A]\le\mu-k+\frac{k}{\mu-k}.$$

For a bridge, with $\mu<m$, write $N=m+j$. The ratios are $\mu/(m+j+1)\le\mu/(m+1)$, and the same argument gives

$$m-\mu\le E[N|A]-\mu\le m-\mu+\frac{\mu}{m+1-\mu}.$$

When the margin is much larger than $\sqrt\mu$, the extra term is much smaller than the margin. Failures then sit close to the threshold, compared with the distance from the threshold to the mean, and that distance sets the slope.

**Q.** Where does rarity enter, then?

**A.** Through the same distance. Stirling's formula, $k!\simeq\sqrt{2\pi k}\,k^ke^{-k}$, gives

$$p_k\simeq\frac{e^{-I(k;\mu)}}{\sqrt{2\pi k}},\qquad I(n;\mu)=n\ln\frac n\mu-n+\mu .$$

At large counts and a fixed fractional margin, the terms below $k$ fall nearly geometrically with ratio $k/\mu$, so their sum is $p_k/(1-k/\mu)$. Above $m$ the ratio is $\mu/(m+1)$. To leading order,

$$P_{\rm miss}\simeq\frac{e^{-I(k;\mu)}}{\sqrt{2\pi k}\,(1-k/\mu)},\qquad
P_{\rm bridge}\simeq\frac{e^{-I(m;\mu)}}{\sqrt{2\pi m}\,[1-\mu/(m+1)]}.$$

For a margin $\delta$ much smaller than $\mu$, set $n=\mu(1+\epsilon)$ with $|\epsilon|=\delta/\mu$. Then

$$I=\mu[(1+\epsilon)\ln(1+\epsilon)-\epsilon]\simeq\frac{\mu\epsilon^2}{2}=\frac{\delta^2}{2\mu}.$$

Let $z=\delta/\sqrt\mu$. When $z$ is much larger than one, the logarithm of the probability is about $-z^2/2$, while the slope has magnitude about $z\sqrt\mu$. Going further into the tail raises $z$ and steepens the cliff against dose; against size, the conversion from dose to nanometres matters as well. At fixed $z$, more photons steepen it too.

Compare a common failure. With $m=100$, half the contacts are missing at a mean of 99.67 photons, and the shortage is 7.97. A Gaussian explains this: the mean distance below the centre, within the lower half, is $\sqrt{2\mu/\pi}\simeq8.0$.

**Q.** So why did you say that rarity is not enough?

**A.** Because rarity sets an upper limit on the slope, not its value. Let $q_n=a_np_n/P(A)$ be the count distribution among failures, with mean $\nu=E[N|A]$. Since $a_n\le1$,

$$\sum_n q_n\ln\frac{q_n}{p_n}=-\ln P(A)+\sum_nq_n\ln a_n\le-\ln P(A).$$

For $\nu>0$, introduce a Poisson distribution $t_n$ with that same mean $\nu$ and split the left side:

$$\sum_nq_n\ln\frac{q_n}{p_n}=\sum_nq_n\ln\frac{q_n}{t_n}+\sum_nq_n\ln\frac{t_n}{p_n}.$$

The first sum is not negative, because $\ln x\le x-1$ gives $\sum q_n\ln(t_n/q_n)\le\sum(t_n-q_n)\le0$ over the counts with $q_n>0$. In the second, $\ln(t_n/p_n)=\mu-\nu+n\ln(\nu/\mu)$, whose average is $I(\nu;\mu)$. Hence

$$I(E[N|A];\mu)\le-\ln P(A).$$

A failure of given probability can involve only a limited photon deviation. It may involve much less. Suppose a particle blocks a contact with probability $f$, whatever the dose. With $P_\gamma$ the photon-caused probability, the total and its slope are

$$P=f+(1-f)P_\gamma,\qquad
\frac{d\ln P}{d\ln E}=\frac{(1-f)P_\gamma}{P}\,\frac{d\ln P_\gamma}{d\ln E}.$$

When $P_\gamma\ll f$, the prefactor is tiny. The total is still rare, but the cliff has become a floor.

**Q.** How do I turn a slope in dose into one in nanometres?

**A.** We need an image. Take one with pitch $p$ and modulation $c$, and with a hole centred at the origin:

$$(1+c\cos2\pi x/p)(1+c\cos2\pi y/p).$$

Its average over a cell is one. Averaging a cosine over the voxel width gives

$$\frac1a\int_{x_0-a/2}^{x_0+a/2}\cos\frac{2\pi x}{p}\,dx
=\cos\frac{2\pi x_0}{p}\,\frac{\sin(\pi a/p)}{\pi a/p}.$$

The image factorizes, so voxel averaging replaces $c$ by $c_v=c\sin(\pi a/p)/(\pi a/p)$. If $D\propto E$ is the mean count at unit image, then along the line through the hole centres

$$\mu(x)=D(1+c_v)\left(1+c_v\cos\frac{2\pi x}{p}\right).$$

Define the size CD by the threshold contour of the mean image, $\mu({\rm CD}/2)=m$. This stands in for the average printed width; in the example below the average open width along the centre line differs from it by about 0.03 nm, and using that width instead lowers the slopes per nanometre by about 1%. With $B=1+c_v\cos(\pi{\rm CD}/p)$, this gives $D=m/[(1+c_v)B]$. Setting $x=0$ and $x=p/2$ yields

$$\mu_{\rm hole}=\frac{m(1+c_v)}B,\qquad \mu_{\rm gap}=\frac{m(1-c_v)}B .$$

Both means grow with size: the hole moves away from the threshold and the gap moves towards it. Since $\ln E=-\ln B+\text{constant}$,

$$\frac{d\ln E}{d{\rm CD}}=-\frac1B\frac{dB}{d{\rm CD}}
=\frac{\pi c_v}{p}\frac{\sin(\pi{\rm CD}/p)}B>0$$

for $0<{\rm CD}<p$. The chain rule then gives the cliff:

$$\frac{d\ln P(A)}{d{\rm CD}}=(E[N|A]-\mu)\frac{d\ln E}{d{\rm CD}}.$$

**Q.** Put numbers in. Are these slopes really decades per nanometre?

**A.** Take round model parameters: $p=40$ nm, $a=6$ nm, $c=0.6$, $m=100$, and light of wavelength 13.5 nm. Then $c_v=0.578$. The summed probability for one hole and one gap is smallest at CD = 22.74 nm, where $B=0.877$. The means are $100\times1.578/0.877\simeq180$ photons in the hole and $100\times0.422/0.877\simeq48$ in the gap.

For the missing contact, the margin is $180.05-99=81.05$ photons. The upper bound adds $99/81.05=1.22$; the computed shortage is 82.21. For the bridge, the margin is 51.86 and the surplus 52.74. With $d\ln E/d{\rm CD}=0.0506$ per nm, the slopes in this one-voxel model are

$$\frac{-82.21\times0.0506}{\ln10}=-1.81,\qquad
\frac{52.74\times0.0506}{\ln10}=1.16$$

decades per nanometre.

The missing exponent is $I=99\ln(99/180.05)+81.05\simeq21.8$. The leading formula gives $P_{\rm miss}=2.93\times10^{-11}$, against $2.89\times10^{-11}$ from the full Poisson sum. For the bridge the two values are $4.54$ and $4.50\times10^{-11}$.

The dose follows from the hole count. At unit image the voxel absorbs $180.05/1.578^2=72.3$ photons. A 30 nm film with absorption 5 per µm absorbs a fraction $1-e^{-0.15}=0.139$. Dividing by this and by the area of 36 nm² gives 14.4 incident photons per nm². At 91.84 eV each, that is 21.2 mJ/cm², averaged over the cell at the wafer.

**Q.** What does a one per cent dose error do?

**A.** It changes the mean size by $\ln(1.01)/0.0506\simeq0.20$ nm, less than one per cent of CD. But it multiplies the missing probability by 0.437 and the bridge probability by 1.686. The local slopes alone would give $e^{-82.21\times0.00995}=0.441$ and $e^{52.74\times0.00995}=1.690$. The small differences arise because the hole margin grows and the gap margin shrinks during the step.

The same changes appear over a wider range. From 20 to 21 nm the missing probability falls by 1.29 decades; from 24 to 25 nm it falls by 2.30. The bridge cliff is straighter: 1.16 decades over the first interval and 1.11 over the last. Its photon margin falls from 57.8 to 45.8 between 20 and 25 nm, but each nanometre then costs more dose: $\ln E$ rises by 0.046 over the first interval and by 0.053 over the last. The two effects nearly cancel.

**Q.** Is the best size where the two probabilities are equal?

**A.** Not in general. Minimizing their sum requires the derivatives to cancel:

$$P_{\rm miss}\left|\frac{d\ln P_{\rm miss}}{d{\rm CD}}\right|
=P_{\rm bridge}\frac{d\ln P_{\rm bridge}}{d{\rm CD}}.$$

Here $2.89\times1.81\simeq4.50\times1.16$, in common units. The steeper failure has the smaller probability at the optimum.

This sum gives one hole and one gap equal weight. A square array has two gaps per hole. Doubling the bridge term moves the optimum down by about $\log_{10}2/(1.81+1.16)=0.10$ nm, if the slopes are held constant.

Each probability is below $10^{-9}$ between 21.83 and 23.91 nm, a window of 2.08 nm.

**Q.** Would more photons widen that window, or make the cliffs more dangerous?

**A.** Both cliffs steepen, but they also move apart. Suppose a less sensitive resist needs $m=200$ and receives twice the dose, with the same image and voxel. All counts double at fixed CD. If $n$ and $\mu$ are both multiplied by $\lambda$, their ratio is unchanged and

$$I(\lambda n;\lambda\mu)=\lambda I(n;\mu).$$

The margin is multiplied by $\lambda$ as well, apart from the one-count offset in $k=m-1$. At the same CD the shortage becomes 162.29 photons and the surplus 104.62, close to twice their former values. The probabilities fall to $1.2\times10^{-20}$ and $1.9\times10^{-20}$. Their logarithms do not quite double, mainly because the prefactors do not scale as the exponent does; for the missing contact the one-count offset also contributes.

The $10^{-9}$ window grows to 9.21 nm. The price is a dose of 42.4 mJ/cm² instead of 21.2. Doubling the dose without changing $m$ would do something else: it would enlarge the contacts until they nearly merged, since the gap mean would rise to about 96 photons against a threshold of 100.

**Q.** My resist also has chemical noise. Should that make the cliffs steeper?

**A.** In this example it makes them shallower. Let each photon release a Poisson number of acids with mean $y=3$, and let development require $s=300$ acids. A contact can now fail through too few photons, too few acids per photon, or some of each. Only the first part counts in the slope.

To leading exponential order, the probability of $n$ photons and $s$ acids is $e^{-I(n;\mu)-I(s;yn)}$. The most probable route to failure minimizes the exponent over $n$:

$$\ln\frac n\mu-\frac sn+y=0 .$$

For the hole, $\mu=180$ gives $n\simeq117$, a shortage of 63 photons. For the gap, $\mu=48$ gives $n\simeq84$, a surplus of 36. The full sums give 64.95 and 37.32, compared with 82.21 and 52.74 without acid noise. The failures are also more frequent: $4.7\times10^{-9}$ for missing contacts and $1.7\times10^{-8}$ for bridges.

The greater frequency is not the whole explanation of the lower slope. At its own probability, the missing contact could have a shortage of up to 76.40 photons; it uses 85% of that limit. Without acid noise the limit is 84.98 and 97% is used. Most of the remaining unlikelihood now lies in the chemistry, through the term $-\sum_n q_n\ln a_n$, which is zero for a sharp photon threshold.

The particle floor is the extreme case. With $f=10^{-10}$ at CD = 25 nm, the total probability is $1.0\times10^{-10}$ and its slope is $-5\times10^{-4}$. Rarity would have allowed a shortage of 88.57 photons.

**Q.** When would you distrust this explanation for my wafers?

**A.** First, when the size is changed by the mask. The image shape then changes, and the conversion from dose to CD above does not apply. Second, when development depends on dose by a route other than the counted photons; $a_n$ then has a derivative of its own. Depth dependence and blur that correlates neighbouring voxels are also absent from the example, and a single voxel stands in for each defect, so neither its probabilities nor its slopes should be transferred to a real resist.

Source fluctuations need a correction. Let the local dose be $gE$, where the distribution of $g$ does not depend on $E$, and let $\mu$ be the mean at $g=1$. At fixed $g$ the mean is $g\mu$. Applying the identity at each $g$ and averaging over the failures gives

$$\frac{d\ln P(A)}{d\ln E}=E[N-g\mu\,|\,A].$$

The shortage is now measured from the local mean $g\mu$, so the part $(1-g)\mu$ caused by a weak local dose does not appear in the slope. This does not make such failures flat. When the counts are so large that failure simply means $g<m/\mu$, the slope is set by the tail of $g$: for a log-normal $g$ of width $\sigma$ it is about $-z/\sigma$, with $z=\ln(\mu/m)/\sigma$ much larger than one.

**Q.** Can I learn anything from a measured cliff without knowing the threshold?

**A.** Yes, if the conditions for the original identity hold. Measure the missing probability against dose. The magnitude of $d\ln P/d\ln E$ is the photon shortage $\Delta$ directly. The limit set by rarity then bounds the number of photons involved. As a function of $n$, $I(n;\mu)$ and its first derivative vanish at $n=\mu$, and its second derivative is $1/n\ge1/\mu$ below $\mu$. Integrating twice gives $I(\mu-\Delta;\mu)\ge\Delta^2/(2\mu)$, and so

$$\mu\ge\frac{\Delta^2}{2\ln(1/P)}.$$

In the example without acid noise, $82.21^2/(2\times24.27)\simeq139$ photons, consistent with the actual mean of 180. A steep missing-contact cliff at a known defect rate therefore shows that many photons decide the contact. The bound does not carry over to bridges, where $1/n\le1/\mu$: it would give $52.74^2/(2\times23.82)\simeq58$, above the gap mean of 48. If every contact has the same mean count, a flat cliff shows that the failing contacts differ little from the average contact in their mean photon number, however rare they are. If the local dose varies, it shows only that they differ little from their own local mean: rare sites that receive 30% of the dose at CD = 25 nm have a mean of 61 photons against a threshold of 100, so they nearly always fail and give a flat floor, although they lack about 140 photons compared with the average contact. The numerical output lists the values behind these comparisons.

## Computed results

```
pitch 40 nm, voxel side 6 nm, threshold m = 100 photons
wavelength 13.5 nm, photon energy 91.84 eV
film 30 nm, absorption 5 per um
absorbed fraction 0.1393
optical modulation c 0.6, voxel modulation c_v 0.5780
CD (nm), dose (mJ/cm2), mean hole, mean gap, log10 Pmiss, log10 Pbridge
20  18.60  157.8  42.2  -6.47  -13.54
21  19.48  165.3  44.2  -7.76  -12.38
22  20.44  173.5  46.4  -9.27  -11.21
23  21.50  182.4  48.8  -11.01  -10.05
24  22.64  192.1  51.4  -13.02  -8.90
25  23.88  202.6  54.2  -15.32  -7.79
best CD 22.74 nm at dose 21.22 mJ/cm2
mean photons there: hole 180.05, gap 48.14
P missing 2.887e-11, P bridge 4.500e-11
leading formulas: missing 2.931e-11, bridge 4.539e-11
rate I: missing 21.83, bridge 21.24
margins: hole mu-(m-1) 81.05, gap m-mu 51.86 photons
E[N|A]-mu: missing -82.21, bridge 52.74 photons
finite-difference dlnP/dlnE: missing -82.21, bridge 52.74
caps set by rarity: missing -84.98, bridge 55.31 photons
dlnE/dCD 0.05060 per nm
CD change for +1 % dose 0.197 nm
slope in CD: missing -1.807, bridge 1.159 decades/nm
P factor for +1 % dose: missing 0.437, bridge 1.686
50 % missing: mean 99.67, E[N|A]-mu -7.97 photons
window for each P < 1e-09: 21.83 to 23.91 nm, width 2.08 nm
doubled photons, same CD: dose 42.43 mJ/cm2
  P missing 1.232e-20, P bridge 1.911e-20
  E[N|A]-mu: missing -162.29, bridge 104.62 photons
  window 18.60 to 27.81 nm, width 9.21 nm
acid noise, mean yield 3 per photon, threshold 300 acids
  P missing 4.749e-09, P bridge 1.656e-08
  E[N|A]-mu: missing -64.95, bridge 37.32 photons
  caps: missing -76.40, bridge 47.15 photons
particle floor 1e-10 at CD 25 nm: total P 1.000e-10
  E[N|A]-mu -5.01e-04 photons, cap -88.57 photons
overlapping windows, strip means (12.0, 20.0, 12.0), at most 18 per window
  P 8.123e-04, slope -19.6856, E[N|A]-E[N] -19.6856
```
